# Force covariance from a squared-exponential energy kernel, part 1

(Sections cited here and not found follow in the second part.)

## First half: from energies to forces

During atomic layer deposition, atoms and molecular fragments move over a surface on a potential energy landscape. Each electronic-structure calculation of that landscape is expensive, so a statistical model can be used to infer the energy and the forces between the calculated points. This problem asks what one such model of the energy implies about the forces.

Let $E(\mathbf x)$ be the energy at a position $\mathbf x$ with $d\ge 2$ Cartesian coordinates. Before any calculation is done, $E$ is treated as a Gaussian process: the energies at any finite set of positions have a joint Gaussian distribution. Its mean is taken as zero, which fixes the origin of energy. Its covariance is the squared-exponential kernel

$$
\mathrm{Cov}[E(\mathbf x),E(\mathbf x')]=k(\mathbf x,\mathbf x')=s^2e^{-r^2/2l^2},\qquad \mathbf r=\mathbf x-\mathbf x',\quad r=|\mathbf r| .
$$

Here $s$ is the standard deviation of the energy at one point, and $l$ is the length over which energies stay similar. The force is $\mathbf F=-\nabla E$. A prime on a force or a derivative means that it belongs to $\mathbf x'$, so that $\partial_i=\partial/\partial x_i$ and $\partial'_j=\partial/\partial x'_j$.

The numerical example is a platinum adatom moving in the plane of a close-packed platinum surface, with the round values $s=0.5$ eV and $l=0.05$ nm. Part (i) examines how well they suit that case.

### (a) Covariance of derivatives

**Question.** Express $C_{ij}=\mathrm{Cov}[F_i(\mathbf x),F_j(\mathbf x')]$ through derivatives of $k$, and justify exchanging the derivative with the average.

**Solution.** A derivative is a limit of differences, and the covariance of differences follows from $k$ alone. Let $\mathbf e_i$ be the unit vector along axis $i$, and define

$$
D_i^h(\mathbf x)=\frac{E(\mathbf x+h\mathbf e_i)-E(\mathbf x-h\mathbf e_i)}{2h}.
$$

Covariance is linear in each of its two arguments. The covariance of $D_i^h(\mathbf x)$ with $D_j^g(\mathbf x')$ is therefore a sum of four kernel values with signs $+,-,-,+$, divided by $4hg$. By the fundamental theorem of calculus, applied once in each variable, this sum equals

$$
\mathrm{Cov}[D_i^h(\mathbf x),D_j^g(\mathbf x')]=\frac{1}{4hg}\int_{-h}^{h}\!da\int_{-g}^{g}\!db\;\,(\partial_i\partial'_jk)(\mathbf x+a\mathbf e_i,\mathbf x'+b\mathbf e_j).
$$

The right side is the average of a continuous function over a small rectangle. As $h$ and $g$ go to zero, in any manner, it tends to $\partial_i\partial'_jk(\mathbf x,\mathbf x')$.

The same formula shows that the derivative itself exists in the mean-square sense. For two steps $h$ and $g$ at the same point,

$$
\langle(D_i^h-D_i^g)^2\rangle=\langle D_i^hD_i^h\rangle-2\langle D_i^hD_i^g\rangle+\langle D_i^gD_i^g\rangle .
$$

All three averages on the right tend to the same number, and their coefficients $1,-2,1$ add to zero. The differences thus settle to a definite random variable, $\partial_iE$. Because it is a limit of linear combinations of Gaussian variables, it is jointly Gaussian with the energies and with the other derivatives.

Each force carries one minus sign, and the two cancel:

$$
C_{ij}=(-1)(-1)\,\mathrm{Cov}[\partial_iE(\mathbf x),\partial'_jE(\mathbf x')]=\partial_i\partial'_jk(\mathbf x,\mathbf x').
$$

The derivatives act on different arguments of $k$. This matters for the sign, as the next two parts show.

### (b) The first derivative

**Question.** Find $\partial'_jk$ and the covariance between an energy at $\mathbf x$ and a force at $\mathbf x'$. Interpret its sign.

**Solution.** Since $r_m=x_m-x'_m$,

$$
\partial_ir_m=\delta_{im},\qquad \partial'_jr_m=-\delta_{jm}.
$$

The squared distance is $r^2=\sum_mr_m^2$, so $\partial'_j r^2=-2r_j$. The chain rule gives

$$
\partial'_jk=k\left(-\frac{1}{2l^2}\right)(-2r_j)=\frac{r_j}{l^2}k .
$$

One factor of $-1$ from the definition of force then gives

$$
\mathrm{Cov}[E(\mathbf x),F_j(\mathbf x')]=-\frac{r_j}{l^2}k .
$$

Suppose that $\mathbf x$ lies ahead of $\mathbf x'$, in the positive $j$ direction. A high energy at $\mathbf x$ makes it likely that the landscape rises from $\mathbf x'$ towards $\mathbf x$. The force at $\mathbf x'$ is then likely to point back, which is the negative sign found.

At $\mathbf r=0$ the covariance vanishes. The energy and the force at one position are uncorrelated and, being jointly Gaussian, independent. Knowing the height of the landscape at a point does not tell, in this model, which way it slopes there.

### (c) The second derivative

**Question.** Complete the differentiation. Check the value at coincident points and the symmetry of the matrix.

**Solution.** Differentiate $r_jk/l^2$ with respect to $x_i$. The unprimed derivative of the kernel is

$$
\partial_ik=k\left(-\frac{1}{2l^2}\right)(2r_i)=-\frac{r_i}{l^2}k ,
$$

which has the opposite sign to the primed derivative. The product rule gives

$$
C_{ij}=\frac{1}{l^2}\left[(\partial_ir_j)k+r_j\,\partial_ik\right]
=\frac{1}{l^2}\left[\delta_{ij}k-\frac{r_ir_j}{l^2}k\right].
$$

Inserting $k$,

$$
\boxed{C_{ij}(\mathbf r)=\frac{s^2}{l^2}\left(\delta_{ij}-\frac{r_ir_j}{l^2}\right)e^{-r^2/2l^2}}
$$

At $\mathbf r=0$ this becomes $(s^2/l^2)\delta_{ij}$. Different components of the force at one point are uncorrelated, and each has the root-mean-square (rms) value

$$
\sigma_F=\frac{s}{l}=\frac{0.5\ \text{eV}}{0.05\ \text{nm}}=10\ \text{eV/nm}=1\ \text{eV/Å}.
$$

The variance is $\sigma_F^2=100\ \text{eV}^2/\text{nm}^2$. If both derivatives had been taken with respect to $\mathbf x$, the result would have been $-C_{ij}$. At coincident points that would be a negative variance, which is impossible.

Exchanging the two forces in a covariance cannot change it, so the matrix must satisfy $C_{ij}(\mathbf r)=C_{ji}(-\mathbf r)$. It does, because $r_ir_j$ is unchanged when the indices are exchanged and when $\mathbf r$ is reversed.

The same matrix can be obtained from random waves. Take

$$
E(\mathbf x)=\sqrt2\,s\cos(\mathbf q\cdot\mathbf x+\varphi),
$$

with a uniformly random phase $\varphi$ and independent Gaussian components of $\mathbf q$, each of mean zero and variance $1/l^2$. The product of two cosines is half the sum of the cosines of the difference and the sum of their arguments. The second contains $2\varphi$ and averages to zero, so that

$$
\langle E(\mathbf x)E(\mathbf x')\rangle=s^2\langle\cos(\mathbf q\cdot\mathbf r)\rangle=s^2e^{-r^2/2l^2}.
$$

The last step uses the Gaussian average $\langle e^{iqr}\rangle=e^{-r^2/2l^2}$ for each component, which follows by completing the square: $-l^2q^2/2+iqr=-\tfrac{l^2}{2}(q-ir/l^2)^2-r^2/2l^2$.

A single wave is not a Gaussian process, but it has the required covariance, and $C_{ij}$ depends on nothing else. As a test, 300,000 such waves were drawn in three dimensions, and their forces were taken as central differences of the energy. For $\mathbf r=(0.03,0.04,0.02)$ nm, the nine force-force and three energy-force covariances agreed with the formulas. The largest deviation was 1.51 standard errors of the sampled mean.

### (d) Components along and across the displacement

**Question.** Resolve the matrix into parts along and across $\mathbf r$, and determine the sign of each part at every distance. Does the answer apply to the elements in fixed axes?

**Solution.** For $r>0$ let $\mathbf n=\mathbf r/r$, so that $r_ir_j=r^2n_in_j$. Apply the matrix first to $\mathbf n$. Since $\sum_jn_jn_j=1$,

$$
\sum_jC_{ij}n_j=\frac{s^2}{l^2}\left(n_i-\frac{r^2}{l^2}n_i\right)e^{-r^2/2l^2}=C_L\,n_i .
$$

For a unit vector $\mathbf t$ perpendicular to $\mathbf n$, the sum $\sum_jn_jt_j$ vanishes and the second term drops out:

$$
\sum_jC_{ij}t_j=\frac{s^2}{l^2}e^{-r^2/2l^2}t_i=C_T\,t_i .
$$

The longitudinal and transverse components are therefore eigenvalues of the matrix,

$$
\boxed{C_L=\frac{s^2}{l^2}\left(1-\frac{r^2}{l^2}\right)e^{-r^2/2l^2},\qquad C_T=\frac{s^2}{l^2}e^{-r^2/2l^2}}
$$

and the full matrix is

$$
C_{ij}=C_L\,n_in_j+C_T(\delta_{ij}-n_in_j).
$$

There is one longitudinal direction and there are $d-1$ transverse ones. The exponential is positive at every finite distance, so $C_T>0$. The sign of $C_L$ is that of $1-r^2/l^2$, which decreases steadily with $r$. Hence $C_L$ is positive for $r<l$, zero at $r=l$ and negative for $r>l$. It changes sign once, at one length scale.

A numerical search that used differences of the kernel in place of these formulas found the zero at 0.05000 nm. It found one longitudinal sign change between $r=0$ and $r=6l$, and positive transverse components at all 300 distances sampled.

The word "transverse" refers to the direction of $\mathbf r$: it denotes the same perpendicular component of force at both points. An off-diagonal element in fixed axes is a different quantity. For $i\neq j$,

$$
C_{ij}=-\frac{s^2}{l^4}r_ir_je^{-r^2/2l^2},
$$

which is negative whenever $r_i$ and $r_j$ have the same sign. Take the in-plane displacement $(0.03,0.04)$ nm. Its length is $0.05$ nm, equal to $l$, and $\mathbf n=(0.6,0.8)$. The common factor is $100\,e^{-1/2}=60.65\ \text{eV}^2/\text{nm}^2$, so

$$
\begin{aligned}
C_{xx}&=60.65\,(1-0.36)=38.8,\\
C_{xy}&=-60.65\times0.48=-29.1,\\
C_{yy}&=60.65\,(1-0.64)=21.8,
\end{aligned}
$$

all in $\text{eV}^2/\text{nm}^2$. The off-diagonal element is negative, yet the eigenvalues are 0 and 60.65 $\text{eV}^2/\text{nm}^2$. The first is the longitudinal component at its zero and the second is the positive transverse component.

### (e) Shape of the two components

**Question.** Compare the two components at short and long distance, and find the most negative value of $C_L$.

**Solution.** Let $u=r/l$. For small $u$, $e^{-u^2/2}\approx1-u^2/2$. To order $u^2$,

$$
\frac{C_T}{\sigma_F^2}\approx1-\frac{u^2}{2},\qquad
\frac{C_L}{\sigma_F^2}\approx(1-u^2)\left(1-\frac{u^2}{2}\right)\approx1-\frac{3u^2}{2}.
$$

The initial loss of correlation is three times as large along the displacement as across it.

The extremum follows from

$$
\frac{d}{du}\left[(1-u^2)e^{-u^2/2}\right]=\left[-2u-u(1-u^2)\right]e^{-u^2/2}=-u(3-u^2)e^{-u^2/2}.
$$

This is negative for $0<u<\sqrt3$ and positive beyond. The minimum is therefore at $r=\sqrt3\,l=0.0866$ nm, where

$$
C_L=(1-3)e^{-3/2}\sigma_F^2=-2e^{-3/2}\sigma_F^2=-44.6\ \text{eV}^2/\text{nm}^2 .
$$

At the same distance $C_T=e^{-3/2}\sigma_F^2=22.3\ \text{eV}^2/\text{nm}^2$, half as large and of the opposite sign. In general $C_L/C_T=1-u^2$. Beyond $r=\sqrt2\,l$ the longitudinal component is the larger in magnitude, although both tend to zero.

## Second half: origin, use and limits of the result

The energy $E$ has covariance $k(r)=s^2e^{-r^2/2l^2}$, where $r$ is the distance between two positions. The force $\mathbf F=-\nabla E$ has covariance matrix $C_{ij}=\partial_i\partial'_jk$, with one derivative at each position. Its components along and across the displacement are

$$
C_L=\sigma_F^2\left(1-\frac{r^2}{l^2}\right)e^{-r^2/2l^2},\qquad C_T=\sigma_F^2e^{-r^2/2l^2},\qquad \sigma_F=\frac sl .
$$

Energy and force are related by $\mathrm{Cov}[E(\mathbf x),F_j(\mathbf x')]=-r_jk/l^2$, with $\mathbf r=\mathbf x-\mathbf x'$. The example has $s=0.5$ eV, $l=0.05$ nm and $\sigma_F=10$ eV/nm.

### (f) Why the two directions differ

**Question.** Find $C_L$ and $C_T$ for any smooth isotropic kernel $k(r)$. Which features of the result are general, and which belong to the squared exponential?

**Solution.** Because $k$ depends on $\mathbf x-\mathbf x'$, a primed derivative is minus a derivative with respect to $\mathbf r$. Thus $C_{ij}=-\partial^2k/\partial r_i\partial r_j$. With $\partial r/\partial r_j=r_j/r$, the first derivative is $k'(r)\,r_j/r$, where the prime on $k$ now denotes $d/dr$. Differentiating again,

$$
\frac{\partial^2k}{\partial r_i\partial r_j}=k''\frac{r_ir_j}{r^2}+k'\left(\frac{\delta_{ij}}{r}-\frac{r_ir_j}{r^3}\right).
$$

The first term acts along $\mathbf r$ and the second across it. Therefore

$$
C_L=-k''(r),\qquad C_T=-\frac{k'(r)}{r},\qquad C_L=\frac{d}{dr}(rC_T).
$$

The transverse component measures the slope of the kernel and is positive as long as $k$ decreases. The longitudinal component measures its curvature and vanishes where $k$ has an inflection point.

Some negative longitudinal correlation is unavoidable if energies far apart become unrelated smoothly, so that $k'\to0$ at large $r$. A smooth isotropic kernel also has $k'(0)=0$, and hence

$$
\int_0^\infty C_L\,dr=k'(0)-k'(\infty)=0 .
$$

Since $C_L(0)$ is a variance and so positive, $C_L$ must be negative elsewhere. The number of sign changes and their positions depend on the kernel. The squared exponential has one inflection point, at $r=l$.

The Matérn-5/2 kernel, which describes less smooth landscapes, shows the dependence. With $a=\sqrt5\,r/l$ it reads $k=s^2(1+a+a^2/3)e^{-a}$, and

$$
\begin{aligned}
\frac{dk}{da}&=s^2\left[1+\frac{2a}{3}-1-a-\frac{a^2}{3}\right]e^{-a}=-\frac{s^2}{3}(a+a^2)e^{-a},\\
\frac{d^2k}{da^2}&=-\frac{s^2}{3}\left[1+2a-a-a^2\right]e^{-a}=-\frac{s^2}{3}(1+a-a^2)e^{-a}.
\end{aligned}
$$

The first derivative is negative for $a>0$, so the transverse component is positive. The second vanishes at $a=(1+\sqrt5)/2$, which gives $r=0.724\,l=0.0362$ nm when $l$ is held at 0.05 nm.

That comparison does not hold the rms force fixed. At $r=0$ the Matérn force variance is $(5/l^2)(s^2/3)$, larger than $s^2/l^2$ by the factor $5/3$. To give the same $s$ and the same rms force, its length parameter must be $\sqrt{5/3}=1.29$ times larger. The zero then lies at $1.29\times0.0362=0.047$ nm, about 7% below the squared-exponential value.

The force covariance has now been derived: for the squared-exponential kernel, the longitudinal component changes sign once, at $r=l$, while the transverse component stays positive, and the general kernel formulas show which features depend on that choice. What remains is to explain the negative longitudinal part through the work along a path, to predict forces from one observed force, and to test the model's limits for a platinum adatom.
